# Surface-potential footprint of one dopant below a gated oxide

A semiconductor of permittivity $\varepsilon_s$ fills $z>0$. An oxide of permittivity $\varepsilon_o$ and thickness $t$ fills $-t<z<0$, and an ideal metal gate covers it at $z=-t$. One point charge $q$ is added at depth $d$, at lateral position $r=0$. For an ionized acceptor, $q=-e$. We want the change $\phi(r,0)$ that this charge makes in the potential of the semiconductor surface.

The assumptions are these. The gate voltage is held fixed. The semiconductor is depleted down to a depth $W>d$, below which lies the neutral body. No inversion layer responds, the interface carries no charge, and both media have local, linear permittivities. Permittivities are absolute in the formulas (SI units); relative values appear in the numerical part. The device without the added charge is uniform along the surface, with its doping smeared into a smooth background.

## (a) Which boundary-value problem does $\phi$ obey?

**Question.** State the equations for $\phi$, and find the condition at the depletion edge to first order in $q$, given that the edge can move.

**Solution.** Let $\psi_0(z)$ be the potential of the smooth device measured from the neutral body, and $\psi=\psi_0+\phi$ the potential with the charge present. The background charge is the same in both, so subtracting the two Poisson equations leaves
$$\varepsilon_s\nabla^2\phi=-q\,\delta(z-d)\,\delta^{2}(\mathbf r)\quad(z>0),\qquad \nabla^2\phi=0\quad(-t<z<0).$$
At $z=0$ both $\phi$ and $\varepsilon\,\partial_z\phi$ are continuous. The fixed gate voltage gives $\phi=0$ at $z=-t$.

At the unperturbed edge the potential and the field both vanish: $\psi_0(W)=\psi_0'(W)=0$. Let the charge shift the edge to $W+\eta$, where $\eta$ depends on the lateral position. At the new edge the field must vanish again, so
$$0=\psi_0'(W+\eta)+\partial_z\phi\simeq\psi_0''(W)\,\eta+\partial_z\phi(W).$$
Since $\psi_0''(W)$, the background charge density over $-\varepsilon_s$, is not zero, $\eta$ is of first order in $q$. The potential must vanish there too:
$$0=\psi_0(W+\eta)+\phi(W+\eta)=\tfrac12\psi_0''(W)\eta^2+\phi(W)+\eta\,\partial_z\phi(W)+\dots$$
The first and third terms are of second order. Hence $\phi=0$ at $z=W$ to first order, and the neutral body acts as a second grounded plane at the old edge. This fails if the charge lies so close to the edge that $\eta$ is no longer small compared with $W-d$. Near the edge the charge and its image in the body give $|\partial_z\phi|\simeq e/[2\pi\varepsilon_s(W-d)^2]$, and $|\psi_0''|=eN/\varepsilon_s$ for doping density $N$. Hence $|\eta|/(W-d)\simeq1/[2\pi N(W-d)^3]$, and the charge must lie farther from the edge than about one mean dopant spacing $N^{-1/3}$.

## (b) What is the footprint above a very deep depletion layer?

**Question.** Let $W\to\infty$. Find $\phi(r,0)$ as a single integral.

**Solution.** Axial symmetry suggests the Hankel transform pair
$$\tilde\phi(k,z)=2\pi\int_0^\infty r\,J_0(kr)\,\phi(r,z)\,dr,\qquad \phi(r,z)=\frac1{2\pi}\int_0^\infty k\,J_0(kr)\,\tilde\phi(k,z)\,dk .$$
With this convention $\delta^2(\mathbf r)$ becomes 1 and the lateral Laplacian becomes $-k^2$. In the semiconductor
$$\tilde\phi''-k^2\tilde\phi=-\frac{q}{\varepsilon_s}\,\delta(z-d).$$
A particular solution is $(q/2\varepsilon_sk)\,e^{-k|z-d|}$: its slope drops by $q/\varepsilon_s$ at $z=d$, as required. The homogeneous solution that decays downward is $e^{-kz}$. We write its amplitude with a reflection factor $R$:
$$\tilde\phi=\frac{q}{2\varepsilon_sk}\left[e^{-k|z-d|}+R\,e^{-k(z+d)}\right].$$
At the surface this gives
$$\tilde\phi(0)=\frac{q\,e^{-kd}}{2\varepsilon_sk}(1+R),\qquad \tilde\phi'(0^+)=\frac{q\,e^{-kd}}{2\varepsilon_s}(1-R).$$

In the oxide the solution that vanishes on the gate is $\tilde\phi(0)\sinh k(z+t)/\sinh kt$, with slope $k\coth(kt)\,\tilde\phi(0)$ at $z=0^-$. Continuity of $\varepsilon\,\partial_z\phi$ therefore reads
$$\varepsilon_s\tilde\phi'(0^+)=\varepsilon_o k\coth(kt)\,\tilde\phi(0).\tag{1}$$
Inserting the surface values and cancelling the common factor gives $\varepsilon_s(1-R)=\varepsilon_o\coth(kt)(1+R)$, so that
$$1+R=\frac{2\varepsilon_s}{\varepsilon_s+\varepsilon_o\coth kt},\qquad
\tilde\phi(k,0)=\frac{q\,e^{-kd}}{k\,(\varepsilon_s+\varepsilon_o\coth kt)}.\tag{2}$$
In the inverse transform the factor $k$ cancels:
$$\phi(r,0)=\frac{q}{2\pi}\int_0^\infty\frac{J_0(kr)\,e^{-kd}}{\varepsilon_s+\varepsilon_o\coth kt}\,dk .\tag{3}$$
Depth enters through $e^{-kd}$, which removes lateral detail finer than about $d$. The gate enters through $\coth kt$, which is large for $kt\ll1$ and so suppresses the long wavelengths.

Equation (3) needs an empty surface. Suppose instead that an inversion layer responds with a sheet charge $-C_i\phi$ at $z=0$. The jump condition then adds $C_i\tilde\phi(0)$ to the right side of (1), and the denominator of (2) becomes $k(\varepsilon_s+\varepsilon_o\coth kt)+C_i$. The denominator without $C_i$ is never smaller than $\varepsilon_o/t$, so the footprint derived here holds where $C_i\ll\varepsilon_o/t$: in the subthreshold regime, but not close to threshold. The form $-C_i\phi$ is itself the linear response, valid for $|e\phi|\ll k_BT$, and the peaks found in (h) exceed $k_BT/e\approx26$ mV at room temperature. For a charge that repels the inversion carriers, such as the acceptor of (h), the linear form overestimates the screening and the condition is safe. For a charge that attracts them, the local carrier density grows exponentially with $\phi$, and $C_i$ must be much smaller still.

## (c) Which image charges produce this footprint?

**Question.** Turn (3) into a sum over point charges, and examine the limits of thick oxide, thin oxide and equal permittivities.

**Solution.** Put $u=e^{-2kt}$, so that $\coth kt=(1+u)/(1-u)$. Then
$$\frac1{\varepsilon_s+\varepsilon_o\coth kt}=\frac{1-u}{\varepsilon_s(1-u)+\varepsilon_o(1+u)}=\frac{1}{\varepsilon_s+\varepsilon_o}\,\frac{1-u}{1-\beta u},\qquad \beta=\frac{\varepsilon_s-\varepsilon_o}{\varepsilon_s+\varepsilon_o}.$$
Because $|\beta|<1$ and $0<u<1$, the geometric series converges:
$$\frac{1-u}{1-\beta u}=\sum_{n\ge0}\beta^nu^n-\sum_{n\ge0}\beta^nu^{n+1}
=1-(1-\beta)\sum_{n\ge1}\beta^{n-1}u^n .$$
The last form collects the power $u^n$, whose coefficient is $\beta^n-\beta^{n-1}$. Each term now has the exponential $e^{-k(d+2nt)}$, and the standard integral $\int_0^\infty J_0(kr)e^{-ka}dk=1/\sqrt{r^2+a^2}$ gives
$$\phi(r,0)=\frac{q}{2\pi(\varepsilon_s+\varepsilon_o)}\left[\frac1{\sqrt{r^2+d^2}}-(1-\beta)\sum_{n\ge1}\frac{\beta^{n-1}}{\sqrt{r^2+(d+2nt)^2}}\right].\tag{4}$$
Seen from the surface, the images lie at distances $d+2t,\ d+4t,\dots$; each further one stands for one more round trip through the oxide. For $\varepsilon_s>\varepsilon_o$ they all oppose the dopant. For $\varepsilon_s<\varepsilon_o$, $\beta$ is negative and their signs alternate.

*Thick oxide.* As $t\to\infty$ the sum vanishes. What remains is the Coulomb potential in a medium with the mean permittivity $(\varepsilon_s+\varepsilon_o)/2$. Relative to a uniform semiconductor, the potential is multiplied by $2\varepsilon_s/(\varepsilon_s+\varepsilon_o)$, which exceeds 1 for an oxide of lower permittivity.

*Equal permittivities.* With $\beta=0$ the term $n=1$ alone survives: the ordinary mirror image in the gate, at distance $d+2t$.

*Thin oxide.* As $t\to0$ all distances tend to $d$. Since $(1-\beta)\sum_{n\ge1}\beta^{n-1}=1$, the bracket vanishes, as it must when the surface touches the gate.

## (d) May the image series be cut off?

**Question.** Find the error at large $r$ when $N$ images are kept.

**Solution.** The weights of the first $N$ images add up to
$$(1-\beta)\sum_{n=1}^{N}\beta^{n-1}=1-\beta^N .$$
The complete series cancels the monopole of the first term, but the truncated one leaves a fraction $\beta^N$ of it. At distances large compared with those of the omitted images that matter, the error is
$$\phi_N-\phi\simeq\frac{q\,\beta^N}{2\pi(\varepsilon_s+\varepsilon_o)\,r}.$$
This false tail falls as $1/r$, more slowly than the true footprint found next. A fixed number of images can therefore serve near the dopant and still fail far away.

## (e) How much potential does the dopant spread, and how far?

**Question.** For $W\to\infty$, find the surface integral of $\phi$ and its leading decay at large $r$. Which properties of the oxide do they contain? What happens for a deep dopant?

**Solution.** Define the length $\lambda=\varepsilon_st/\varepsilon_o$, the oxide thickness rescaled to the permittivity of the semiconductor. For small $k$, $k\coth kt=1/t+O(k^2)$, and (2) becomes
$$\tilde\phi(k,0)=\frac{q(1-kd+\dots)}{\varepsilon_o/t+\varepsilon_sk+\dots}=\frac{q\lambda}{\varepsilon_s}\left[1-(d+\lambda)k+O(k^2)\right].$$
The transform at $k=0$ is the surface integral:
$$\int\phi\,d^2r=\frac{q\lambda}{\varepsilon_s}=\frac{qt}{\varepsilon_o}.\tag{5}$$
It does not depend on depth. A deeper dopant makes a lower but wider footprint with the same integral.

For the tail, insert $1/\sqrt{r^2+a^2}=1/r-a^2/2r^3+\dots$ in (4). The $1/r$ terms cancel. The $r^{-3}$ term needs the averages of $n$ and $n^2$ over the weights $(1-\beta)\beta^{n-1}$, which are $1/(1-\beta)$ and $(1+\beta)/(1-\beta)^2$. The bracket in (4) becomes
$$-\frac1{2r^3}\left[d^2-d^2-\frac{4td}{1-\beta}-\frac{4t^2(1+\beta)}{(1-\beta)^2}\right]
=\frac{2t}{(1-\beta)\,r^3}\left[d+t\,\frac{1+\beta}{1-\beta}\right].$$
Now $1-\beta=2\varepsilon_o/(\varepsilon_s+\varepsilon_o)$ and $(1+\beta)/(1-\beta)=\varepsilon_s/\varepsilon_o$. Hence
$$\phi(r,0)\to\frac{q\,t\,(d+\lambda)}{2\pi\varepsilon_o r^3}=\frac{q\,\lambda(d+\lambda)}{2\pi\varepsilon_s\,r^3}.\tag{6}$$
The gate alone thus turns the Coulomb tail into an inverse cube; it does not give exponential screening. The potential of a vertical dipole falls in the same way along a plane at a fixed height above it: it is proportional to $1/r^2$ times the cosine of the angle to the dipole axis, and far away that cosine itself falls as $1/r$.

Both (5) and (6) contain the oxide through $\lambda$ alone, that is, through its capacitance per area $C_o=\varepsilon_o/t$. The peak contains more. Write the denominator of (2) as $\varepsilon_sk+C_o\,(kt)\coth(kt)$. At fixed $C_o$ the second term grows with $t$ for every $k>0$, because $x\coth x$ is an increasing function. At $r=0$, where $J_0=1$, the integral (3) is therefore smaller in magnitude for the thicker oxide of higher permittivity. Since the surface integral is unchanged, that footprint must be stronger elsewhere.

For a deep dopant, $d\gg\lambda$ and $d\gg t$, the factor $e^{-kd}$ confines (3) to small $k$, where the denominator is close to $\varepsilon_o/(kt)$. Then
$$\phi(r,0)\simeq\frac{q\lambda}{2\pi\varepsilon_s}\int_0^\infty kJ_0(kr)e^{-kd}dk=\frac{q\lambda}{2\pi\varepsilon_s}\,\frac{d}{(r^2+d^2)^{3/2}},$$
where the integral is minus the $d$-derivative of the one used in (c). The peak falls as $1/d^2$, and half of it is reached at $r=d\sqrt{2^{2/3}-1}\approx0.77\,d$. Without a gate the peak falls as $1/d$ and the half-width is $\sqrt3\,d$.

## (f) What does the neutral body change?

**Question.** Restore a finite $W$. Find the footprint, its surface integral, and the uniform gate-voltage change that cancels the mean surface potential over an area $A$.

**Solution.** Take $v(z)=\sinh k(W-z)/\sinh kW$, which obeys $v''=k^2v$, $v(0)=1$ and $v(W)=0$. Multiply the equation for $\tilde\phi$ by $v$, integrate over the depletion layer and integrate by parts twice:
$$-\frac{q}{\varepsilon_s}v(d)=\int_0^W(v\tilde\phi''-\tilde\phi v'')\,dz=\left[v\tilde\phi'-\tilde\phi v'\right]_0^W .$$
The upper limit gives nothing, since $v$ and $\tilde\phi$ both vanish there. At the lower limit $v'(0)=-k\coth kW$, so
$$\varepsilon_s\tilde\phi'(0^+)+\varepsilon_sk\coth(kW)\,\tilde\phi(0)=q\,v(d).$$
The oxide condition (1) replaces the first term, and
$$\tilde\phi(k,0)=\frac{q}{k}\,\frac{\sinh k(W-d)/\sinh kW}{\varepsilon_s\coth kW+\varepsilon_o\coth kt}.\tag{7}$$
For $W\to\infty$ this returns to (2). For $k\to0$ the ratio of sinh functions tends to $1-d/W$, and with $C_d=\varepsilon_s/W$,
$$\int\phi\,d^2r=\frac{q\,(1-d/W)}{C_o+C_d}.\tag{8}$$
The integral now depends on depth: a dopant near the depletion edge is screened mostly by the body.

Consider next an area $A$ with no lateral flux through its sides. Averaging Poisson's equation over $A$ removes the lateral derivatives and leaves the $k=0$ problem with charge $q/A$, so the mean surface potential is (8) divided by $A$. A uniform gate change $\delta V$ adds $C_o\,\delta V/(C_o+C_d)$, by the capacitive divider. The sum vanishes for
$$\delta V=-\frac{q}{A\,C_o}\left(1-\frac dW\right).\tag{9}$$
For an acceptor this is positive. It compensates a mean; it is not in general the threshold shift of a transistor, whose current chooses its paths through an uneven potential.

## (g) How does the footprint end when both planes are present?

**Question.** Find the decay at large $r$ for finite $W$.

**Solution.** Between two grounded planes we can expand in vertical modes $Z_n(z)$ that obey $(\varepsilon Z_n')'=-\kappa_n^2\varepsilon Z_n$ and vanish on both planes. Modes of different $\kappa_n$ are orthogonal with weight $\varepsilon$. Also $\kappa_n^2\int\varepsilon Z_n^2dz=\int\varepsilon Z_n'^2dz$, so every $\kappa_n^2$ is positive. Normalized to $Z(0)=1$, a mode is
$$Z=\frac{\sin\kappa(W-z)}{\sin\kappa W}\ (z>0),\qquad Z=\frac{\sin\kappa(z+t)}{\sin\kappa t}\ (z<0),$$
and continuity of $\varepsilon Z'$ requires
$$\varepsilon_s\cot\kappa W+\varepsilon_o\cot\kappa t=0.\tag{10}$$
Modes with $Z(0)=0$ do not reach the surface potential.

Insert $\phi=\sum_nf_n(r)Z_n(z)$ in Poisson's equation, multiply by one mode and integrate over $z$:
$$M\,(\nabla^2f-\kappa^2f)=-q\,Z(d)\,\delta^2(\mathbf r),\qquad M=\int_{-t}^{W}\varepsilon Z^2dz .$$
The decaying solution is $f=qZ(d)K_0(\kappa r)/(2\pi M)$. Direct integration of the squared sines gives
$$M=\frac12\left[\frac{\varepsilon_sW}{\sin^2\kappa W}+\frac{\varepsilon_ot}{\sin^2\kappa t}\right]-\frac1{2\kappa}\left[\varepsilon_s\cot\kappa W+\varepsilon_o\cot\kappa t\right],$$
and the second bracket vanishes by (10). The smallest $\kappa$ dominates far away:
$$\phi(r,0)\to\frac{q}{2\pi M}\,\frac{\sin\kappa(W-d)}{\sin\kappa W}\,K_0(\kappa r),\qquad K_0(x)\simeq\sqrt{\frac{\pi}{2x}}\,e^{-x}\ (x\gg1).\tag{11}$$

For $t<W$ the left side of (10) decreases throughout $0<\kappa<\pi/W$. It is positive at $\pi/2W$ and tends to $-\infty$ at $\pi/W$, so the decay length $1/\kappa$ lies between $W/\pi$ and $2W/\pi$. If $\lambda\ll W$, then $\kappa t$ is small as long as $t\ll W$ too. Equation (10) becomes $\tan\kappa W\simeq-\kappa\lambda$, with the root $\kappa\simeq\pi/(W+\lambda)$. The exponential cut-off is thus set mainly by the depletion depth.

## (h) What are the sizes in a scaled device?

**Question.** Evaluate the footprint of an acceptor for relative permittivities 12 and 4, $t=1.5$ nm, $d=3$ nm and $W=20$ nm.

**Solution.** These are round model parameters. A depth $W=20$ nm at a band bending $\psi_s$ of 0.6 to 0.9 V implies $N=2\varepsilon_s\psi_s/eW^2\approx2$ to $3\times10^{18}$ cm⁻³ and a mean dopant spacing of 7 to 8 nm. In a real device the footprints of neighbouring dopants therefore overlap, and the results with the body do not hold for a charge within about that distance of the edge. They give $\beta=8/16=0.5$ and $\lambda=12\times1.5/4=4.5$ nm. With $e/\epsilon_0=18.095$ V nm, where $\epsilon_0$ is the vacuum permittivity, the prefactor of (4) is $-18.095/(2\pi\times16)$ V nm $=-180.0$ mV nm. Without a gate the peak is $-180.0/3=-60.0$ mV. The images lie at 6, 9, 12, … nm with weights 1/2, 1/4, 1/8, …, and reduce it to
$$-180.0\left[\frac13-\frac{1/2}{6}-\frac{1/4}{9}-\frac{1/8}{12}-\dots\right]\text{mV}=-36.8\ \text{mV}.$$
The surface potential in mV is:

| $r$ (nm) | no gate | gate, deep $W$ | gate and body |
|---|---|---|---|
| 0 | −60.0 | −36.8 | −36.5 |
| 5 | −30.9 | −12.0 | −11.6 |
| 10 | −17.2 | −3.62 | −3.30 |
| 20 | −8.90 | −0.733 | −0.503 |
| 50 | −3.59 | −0.0603 | −0.0060 |

The gate removes 39% of the peak but 92% of the potential at 20 nm. The body changes the peak by 1% and the value at 50 nm by a factor of ten. The half-width at half maximum shrinks from 5.2 nm without gate to 3.5 nm with it (deep $W$).

At 50 nm the inverse cube (6) gives $-0.0648$ mV, 7% more in magnitude than the full series. Four images give $-0.268$ mV, more than four times the correct value. The estimate of (d) for the false part is $-180.0\times0.0625/50=-0.225$ mV; the actual excess is $-0.207$ mV, smaller because the omitted images lie 18 nm or more from the surface.

For deep $W$, moving the acceptor from 1 to 10 nm lowers the peak from 147 to 6.2 mV in magnitude and widens the half-width from 1.4 to 9.6 nm. The last value still exceeds $0.77\,d$, since $\lambda/d=0.45$ is not small.

An oxide of relative permittivity 20 and thickness 7.5 nm has the same capacitance. Its peak is $-24.5$ mV instead of $-36.8$ mV, while at 50 nm it gives $-0.0658$ mV, 9% more in magnitude than before. By (e) this footprint has to be stronger somewhere, and the numbers show that 50 nm is one such place.

The surface integral is $-18.095\times1.5/4=-6.79$ V nm² for deep $W$. By (8) it becomes $-18.095\times0.85/(4/1.5+12/20)=-4.71$ V nm² with the body. The decay length from (10) is 7.7 nm, close to $(W+\lambda)/\pi=7.8$ nm. For an area of 30 nm × 30 nm, (9) gives
$$\delta V=\frac{18.095\times0.85\times1.5}{900\times4}\ \text{V}=6.4\ \text{mV}.$$
It cancels a mean surface potential of $-4.71/900$ V $=-5.2$ mV, while the peak under an isolated dopant is $-36.5$ mV. A uniform gate change shifts the whole surface equally, so it removes the mean but leaves the uneven shape of the footprint.

A finite-volume solution of Poisson's equation, made without any transform, agrees with (7) within 0.06% of the local value at the radii compared, out to 20 nm, for oxides 1.5 nm thick with relative permittivity 4 and 20. This checks the solution of the linear model, not its assumptions: a point charge, sharp interfaces, a sharp depletion edge and an empty surface. The numerical output lists the values to more digits.

## Computed results

```
relative permittivities: semiconductor 12, oxide 4
t = 1.5 nm, d = 3.0 nm, W = 20.0 nm, charge = -1 e
e/epsilon_0 = 18.0951 V nm
beta = 0.500, lambda = es t/eo = 4.500 nm
prefactor q/(2 pi (es+eo)) = -180.00 mV nm
phi in mV: r/nm, no gate, gate (deep), gate and body (W)
     0   -59.9985  -36.82143  -36.46148
     2   -49.9218  -27.66841  -27.31024
     5   -30.8690  -11.99737  -11.64833
    10   -17.2404   -3.62085   -3.30180
    20    -8.9002   -0.73338   -0.50294
    50    -3.5934   -0.06033   -0.00598
deep depletion: d/nm, peak/mV, half-width at half maximum/nm
     1  -147.338    1.394
     3   -36.821    3.490
     6   -13.644    6.229
    10    -6.159    9.638
half-width without gate, d = 3.0 nm: 5.196 nm
inverse-cube tail at 50 nm: -0.06480 mV
series cut at 4 images, r = 50 nm: -0.26750 mV
false monopole fraction beta^4 = 0.0625
surface integral, deep: -6.7857 V nm^2
surface integral, W = 20.0 nm: -4.7084 V nm^2
equal capacitance, oxide 20, t = 7.5 nm:
  peak -24.478 mV, at 50 nm -0.06576 mV
same t = 1.5 nm, oxide 20: peak -13.886 mV
slowest mode: kappa = 0.13028 1/nm, 1/kappa = 7.675 nm
slowest mode at 50 nm: -0.00597 mV
gate compensation, area 900 nm^2: 6.409 mV
largest grid-to-formula deviation: 0.055 percent
```
